Phenomenological rate constants of a multiwell master equation, and well skipping, part 1

(Sections cited here and not found follow in the second part.)

**Result**

Take N isomer wells in a closed system with a bath gas at temperature T, described by an energy-grained master equation dp/dt = Mp. Let λ_0 = 0 < λ_1 ≤ … ≤ λ_{N−1} be the N smallest eigenvalues of −M, the chemically significant eigenvalues, and let them lie far below λ_N. Let Z_ij be the population that eigenvector j carries in well i. For t ≫ 1/λ_N the well populations obey

dX/dt = KX,  K = −ZΛZ⁻¹,  Λ = diag(λ_0, …, λ_{N−1}),

and K_ji (j ≠ i) is the rate constant for i → j. K conserves mass and leaves the equilibrium populations unchanged. It obeys detailed balance exactly for two wells and, in general, only approximately for three or more.

For a chain A–B–C with no saddle between A and C, K_CA is in general not zero. For strong collisions of frequency ω, up to a correction −(HK)_CA that is controlled by the thermal fractions of the wells above their saddles rather than by the separation of time scales alone (section 6; of relative order 10⁻⁴ or less in the example),

K_CA ≈ ω Σ_E F_A k_BA k_CB / (ω² + ω s_1 + s_2) > 0,

with F_A(E) the thermal distribution in A, k_ji(E) the microcanonical rates, s_1 = k_BA + k_AB + k_CB + k_BC and s_2 = k_BA k_CB + k_AB k_BC + k_BA k_BC. It vanishes as ω at low pressure and as 1/ω at high pressure. Its sign is not a general theorem; the conditions under which it is proved positive appear in sections 5 and 6.

**1. The master equation and its symmetric form**

A state a = (i, E) is a grain of energy E in well i, with population p_a. Angular momentum is not resolved, and the bath is in excess, so the equation is linear. M_ab is the rate from b to a in s⁻¹; in every rate matrix the second index is the origin. Probability is conserved, so M_bb = −Σ_{a≠b} M_ab. Write M = C + R.

C describes collisions. It moves population between grains of one well, connects all grains of that well, and conserves the well total. R describes reaction at fixed energy, with k_ji(E) = N‡(E)/(h ρ_i(E)) from well i to well j, where N‡ is the sum of states of the saddle and ρ_i the density of states of well i. It is zero unless i and j share a saddle below E.

The equilibrium population is f_a ∝ ρ_i(E) exp(−E/k_BT), with Σ_a f_a = 1. Define x_i = Σ_E f_i(E), F_i(E) = f_i(E)/x_i and D = diag(x_i). With n the total number of states, the N × n matrix L sums grains in each well, so X = Lp, and conservation within wells reads LC = 0. Reaction obeys detailed balance because k_ji ρ_i = N‡/h = k_ij ρ_j; the collision kernel is required to obey it. Hence J_ab = M_ab f_b is symmetric, for C and R separately.

Set q = f^{−1/2} p, with f^{1/2} the diagonal matrix of √f_a. Then dq/dt = Sq with

S_ab = M_ab √(f_b/f_a) = J_ab/√(f_a f_b),

which is symmetric. With y_a = q_a/√f_a and J_bb = −Σ_{a≠b} J_ab,

qᵀSq = Σ_{a≠b} J_ab (y_a y_b − y_b²) = −½ Σ_{a≠b} J_ab (y_a − y_b)²,

where the last step averages the sum with its copy under a ↔ b. So −S has real eigenvalues λ_j ≥ 0 and orthonormal eigenvectors, Su_j = −λ_j u_j. The form vanishes only for constant y when all states are connected, so λ_0 = 0 is simple and u_0 has components √f_a. The same argument shows that the symmetrized parts −C̃ and −R̃ are each positive semidefinite. Expanding q in the u_j,

X_i(t) = Σ_j Z_ij c_j exp(−λ_j t),  Z_ij = Σ_{a∈i} √f_a u_{j,a},  c_j = u_j · q(0).

Two identities are used throughout. From u_0 = √f, Z_i0 = x_i. Summing over wells gives the scalar product with u_0, so Σ_i Z_ij = δ_0j.

**2. Two wells**

For N = 2 keep j = 0 and 1. The identities fix Z up to one number z:

Z = [[x_A, z], [x_B, −z]],  det Z = −z(x_A + x_B) = −z,

Z⁻¹ = [[1, 1], [x_B/z, −x_A/z]].

Once the modes j ≥ 2 have decayed, X = Z e^{−Λt} c, so dX/dt = −ZΛ e^{−Λt} c = −ZΛZ⁻¹X. With ZΛ = [[0, zλ_1], [0, −zλ_1]],

K = λ_1 [[−x_B, x_A], [x_B, −x_A]].

Thus K_BA = λ_1 x_B and K_AB = λ_1 x_A. The number z drops out, and K_BA x_A = K_AB x_B exactly. The eigenvalue is the sum of the two rate constants; reading λ_1 as the forward rate constant is right only when x_B ≈ 1.

Limit: with one grain per well, M is the 2 × 2 matrix of k_BA and k_AB, λ_1 = k_BA + k_AB and x_B = k_BA/(k_BA + k_AB), so K_BA = k_BA, as it must be.

**3. N wells**

Let U be the n × N matrix of the first N eigenvectors and Z = L f^{1/2} U, now N × N. The elimination of c is the same as above and gives K = −ZΛZ⁻¹, provided Z is invertible.

*When Z is invertible.* Define unit vectors w_i with components √(f_a/x_i) in well i and zero elsewhere, the projector P = Σ_i w_i w_iᵀ and Q = 1 − P. The w_i span the null space of C̃, since collisions leave each thermal distribution unchanged. Let γ be the smallest nonzero eigenvalue of −C̃, the slowest rate of energy relaxation. For any q,

−qᵀSq ≥ −qᵀC̃q ≥ γ|Qq|².

Three things follow. Taking q = u_j gives |Qu_j|² ≤ λ_j/γ: a slow eigenvector is nearly a combination of thermal distributions. Second, λ_N ≥ γ: among the combinations of u_0, …, u_N there is a unit vector orthogonal to the N vectors w_i, and for it λ_N ≥ −qᵀSq ≥ γ. Third, define W = D^{−1/2}Z, so W_ij = w_i · u_j. If Wc = 0 with |c| = 1, then q = Uc lies wholly in Q and λ_{N−1} ≥ −qᵀSq ≥ γ. So λ_{N−1} < γ guarantees that W and Z are invertible.

*Conservation laws.* With 1 the vector of ones and e_0 the first unit vector, the identities read 1ᵀZ = e_0ᵀ and Ze_0 = x. Since Λe_0 = 0,

1ᵀK = −e_0ᵀΛZ⁻¹ = 0,  Kx = −ZΛe_0 = 0.

*Detailed balance.* Let K̃ = D^{−1/2}KD^{1/2} = −WΛW⁻¹. Its elements are K_ij √(x_j/x_i), so K_ij x_j = K_ji x_i is equivalent to symmetry of K̃. Multiply K̃ and K̃ᵀ = −W^{−T}ΛWᵀ by Wᵀ on the left and W on the right, and write Γ = WᵀW:

WᵀK̃W = −ΓΛ,  WᵀK̃ᵀW = −ΛΓ,

K̃ − K̃ᵀ = −W^{−T}(ΓΛ − ΛΓ)W⁻¹,  (ΓΛ − ΛΓ)_jk = Γ_jk(λ_k − λ_j).

Now Γ = UᵀPU = 1 − UᵀQU. Because u_0 = Σ_i √x_i w_i lies in P, Qu_0 = 0 and Γ_0k = δ_0k. For N = 2, Γ is therefore diagonal and the defect vanishes, which recovers section 2. For N = 3 one element survives, Γ_12 = −⟨Qu_1|Qu_2⟩, bounded in size by √(λ_1λ_2)/γ, and in general it is not zero. A symmetry can remove it: in a chain whose ends A and C are mirror images, u_1 and u_2 have opposite parity, Γ_12 = 0 and detailed balance is exact.

The defect has a simple structure. The matrix j_ik = K_ik x_k − K_ki x_i is antisymmetric, and Σ_k j_ik = (Kx)_i − x_i(1ᵀK)_i = 0. For three wells this gives j_BA = j_CB = j_AC, an apparent circulation around the triangle. Since j_BA = √(x_A x_B)(K̃_BA − K̃_AB), and W^{−T} = W up to terms of order |Qu|²,

j_BA ≈ ⟨Qu_1|Qu_2⟩ (λ_2 − λ_1)(Z_B1 Z_A2 − Z_B2 Z_A1).

No molecules circulate at equilibrium: every microscopic flux J_ab − J_ba is zero. The circulation belongs to the reduced description.

*The initial-rate form.* A thermal start in well i has q_a(0) = √f_a/x_i, so c_j = Z_ij/x_i. The matrix of populations, one column per starting well, is Y(t) = Z e^{−Λt}ZᵀD⁻¹ for t ≫ 1/λ_N. Its slope extrapolated to t = 0 defines K_init = −ZΛZᵀD⁻¹, with K̃_init = −WΛWᵀ = K̃WWᵀ. This form is symmetric and so obeys detailed balance exactly, but it does not reproduce the slow kinetics exactly, because its eigenvalues are not exactly −λ_j. The two agree to relative order |Qu|² in norm, and their difference is a practical measure of how well rate constants are defined.

Limit: with one grain per well, Q = 0, W is orthogonal, and K = K_init = M. A chain A–B–C then has K_CA = 0. Skipping must come from the energy distribution inside the wells.

**4. K as a flux**

On the slow subspace p = f^{1/2}U e^{−Λt}c = GX, with G = f^{1/2}UZ⁻¹. Column j of G, written G_ij(E), is the grain distribution that goes with unit population in well j and zero total population in the others. From the definitions,

LG = 1,  MG = f^{1/2}SUZ⁻¹ = −f^{1/2}UΛZ⁻¹ = GK.

Applying L and using LC = 0,

K = LMG = LRG.

G is unchanged by a rotation among the columns of U, so K depends on the slow subspace alone, and near degeneracy among the chemically significant eigenvalues does no harm.

For the chain, C gains and loses only through the B–C saddle, so

K_CA = Σ_E [k_CB(E) G_BA(E) − k_BC(E) G_CA(E)],  Σ_E G_BA = Σ_E G_CA = 0.

All of the flux passes over the B–C saddle. G_BA sums to zero but is not zero: it has a positive part at high energy, molecules just arrived from A, and a negative part at thermal energies. The hot part is slaved to X_A and carries almost no population, so the reduced equation assigns its flux to A. Setting K_CA = 0 because no A–C saddle exists confuses the map of saddles with the map of rate constants.

**5. Any collision kernel: partitioning and the high-pressure limit**

The coordinates in P are y_i = w_i · q = X_i/√x_i, which evolve under K̃. Write the slow subspace as q = y + Θy, with Θ mapping P into Q. Since PC̃ = C̃P = 0, the blocks of S are PR̃P, PR̃Q, QR̃P and S_QQ = QSQ, and −S_QQ ≥ γ on Q makes S_QQ invertible. The P and Q parts of dq/dt = Sq are

K̃ = PR̃P + PR̃QΘ,  ΘK̃ = QR̃P + S_QQΘ.

Define Ξ = S_QQ⁻¹QR̃P, so that Ξᵀ = PR̃Q S_QQ⁻¹. The second equation gives Θ = −Ξ + S_QQ⁻¹ΘK̃. Inserting it in the first,

(1 − ΞᵀΘ) K̃ = PR̃P − PR̃QΞ,

which is exact. The term S_QQ⁻¹ΘK̃ is smaller than Θ by about λ_{N−1}/γ, so Θ ≈ −Ξ and

K̃ ≈ (1 + ΞᵀΞ)⁻¹ [PR̃P + PR̃Q(−S_QQ)⁻¹QR̃P].

The first term in brackets, returned to the form of K, has elements Σ_E k_ji(E)F_i(E) = k∞_ji, the transition-state rate constants, and its CA element is zero. The second term is positive semidefinite, so it reduces the size of the negative diagonal elements; this is falloff. Its CA element is the skipping coefficient up to the small correction from the prefactor (1 + ΞᵀΞ)⁻¹.

Limit of high pressure. C̃ is proportional to ω, so Ξ = O(1/ω), ΞᵀΞ = O(1/ω²), and S_QQ⁻¹ may be replaced by the inverse of C̃ on Q with an error O(1/ω²). At zeroth order K is the transition-state matrix. At first order, C̃ does not mix wells; R̃w_A lives in A and B, R̃w_C in C and B, so only well B contributes to the CA element. There, by detailed balance k_BA f_A = k_AB f_B,

(R̃w_A)_B(E) = k_BA f_A/√(f_B x_A) = √f_B k_AB/√x_A,  (R̃w_C)_B(E) = √f_B k_CB/√x_C.

On Q the inverse of −C̃ is ∫_0^∞ (e^{C̃t} − P)dt. With K_CA = K̃_CA √(x_C/x_A) and f_B = x_B F_B,

K_CA = (x_B/x_A) ∫_0^∞ dt Cov_B[k_AB(E(0)), k_CB(E(t))] + O(1/ω²),

where E(t) follows collisions alone from a thermal start in B, and the subtraction of P removes the product of the means. Skipping measures how long B remembers its energy. If either rate out of B were independent of E, the first-order term would vanish.

For strong collisions, each collision redraws the energy from F_i, (Cp)_i(E) = ω(F_i(E)X_i − p_i(E)). In symmetric form C̃ = ω(P − 1) = −ωQ, so γ = ω and e^{C̃t} − P = e^{−ωt}Q. Then

K_CA = (x_B/x_A) Cov_B[k_AB, k_CB]/ω = k∞_BA (⟨k_CB⟩_nascent − ⟨k_CB⟩_thermal)/ω,

where the nascent distribution is ∝ F_B k_AB and k∞_BA = (x_B/x_A)⟨k_AB⟩ was used. Expanding the product shows

Cov_B[a, c] = ½ Σ_{E,E′} F_B(E)F_B(E′)[a(E) − a(E′)][c(E) − c(E′)].

If both rates are nondecreasing in E, every term is nonnegative (Chebyshev's sum inequality), and a pair of energies at which both differ makes K_CA strictly positive. If one rate rose and the other fell, K_CA would be negative at this order. For a general kernel the integral is a positive definite form evaluated on two different functions, which does not by itself fix the sign.

We have derived K from the slow eigenpairs, written it as a flux over the saddles, and found the high-pressure form of the well-skipping coefficient K_CA. What remains is the strong-collision result at any pressure, a worked example, and the conditions under which the description fails.
